\section*{Why a Kink-Rounding Barrier Makes a Growing Close-Packed Step Meander}

\section{The decision that depends on it}

Anyone who sets up a growth simulation of a stepped surface must decide whether an edge atom that rounds a kink gets its own, slower rate, and how long a piece of step to simulate. If the rate is merged with ordinary edge hopping, a step without an Ehrlich--Schwoebel barrier (an extra barrier for atoms crossing between terraces) stays straight in the model below, where kinks remain thermal. If the rate is kept but the box is too short, the step again stays straight, because no unstable wavelength fits. The same choice affects the reading of an experiment: a meander does not by itself prove a terrace barrier.

The reason is a bias in where edge atoms end up. An atom on a straight piece of edge joins the kink facing it easily, but reaches the kink behind it by rounding a corner. Where the edge slopes, the easy kinks lie uphill, towards the protruding parts. These parts receive more than their share and protrude further.

\section{Model and conventions}

The mean step direction is $x$, and the edge is at $y=h(x,t)$. The step advances towards $+y$, over the lower terrace. Lengths are in lattice sites until the example. The deposition rate is $F$ and the terrace width $L$, so each edge site receives $f=FL$ atoms per second. An edge atom hops at rate $D$ in each direction on a straight edge. Rounding a kink from its outer side has the rate $pD$, with
\begin{equation}
p=e^{-E_k/kT},\qquad \ell_k=\frac1p-1 ,
\end{equation}
where $E_k$ is the extra barrier. The length $\ell_k$ is zero without a barrier.

Kinks have unit height, are independent, and stay near thermal equilibrium. A landed edge atom reaches a kink before it detaches or meets another landed atom. The meander is much longer than the kink spacing. These conditions are sized for the example below.

\section{The terraces alone do not amplify a meander}

Terrace atoms diffuse with constant $D_t$ and join both bordering steps freely. Diffusion is taken as fast compared with step motion. For straight steps at $y=0$ and $y=L$, the density obeys $D_tc_0''+F=0$ and vanishes at both, so
\begin{equation}
c_0=\frac{F}{2D_t}\,y(L-y),\qquad c_0'(0)=-c_0'(L)=\frac{FL}{2D_t}.
\end{equation}
Now displace our step by $\epsilon e^{ikx}$ and the next one ahead by $\epsilon e^{i\varphi}e^{ikx}$. The correction $c_1(y)e^{ikx}$ obeys $c_1''=k^2c_1$. Zero density on the displaced edges requires, to first order in $\epsilon$,
\begin{equation}
c_1(0)=-\frac{\epsilon FL}{2D_t},\qquad
c_1(L)=\frac{\epsilon e^{i\varphi}FL}{2D_t}.
\end{equation}
A combination of $\cosh ky$ and $\sinh ky$ with these end values has the slope
\begin{equation}
c_1'(0)=k\,\frac{c_1(L)-c_1(0)\cosh kL}{\sinh kL}
=\frac{\epsilon FLk}{2D_t}\,\frac{e^{i\varphi}+\cosh kL}{\sinh kL}.
\end{equation}
On the terrace behind, our step is the upper-$y$ boundary and its neighbour has amplitude $\epsilon e^{-i\varphi}$. The slope at our step is then the same expression with $e^{i\varphi}$ replaced by $e^{-i\varphi}$. The step collects $D_t$ times the slope ahead minus the slope behind. The terms $\epsilon c_0''=-\epsilon F/D_t$, from evaluating $c_0'$ at the displaced edge, are equal on both sides and cancel. Dividing by $\epsilon$ gives the growth rate
\begin{equation}
\omega=\frac{FLk}{2\sinh kL}\left(e^{i\varphi}-e^{-i\varphi}\right)
=\frac{iFLk\sin\varphi}{\sinh kL}.
\end{equation}
It is imaginary: deposition shifts the ripple along the step but neither amplifies nor damps it. When neighbouring steps meander in phase, $\varphi=0$, even the shift vanishes and the supply $f$ per site stays uniform to first order. This is the case used from here on.

For comparison, let a complete terrace barrier stop all attachment from behind. Then $c_0=(F/D_t)(Ly-y^2/2)$. In phase, the conditions become $c_1(0)=-\epsilon FL/D_t$ and $c_1'(L)=-\epsilon c_0''=\epsilon F/D_t$. Writing $c_1=A\cosh ky+B_1\sinh ky$, the first gives $A$ and the second gives
\begin{equation}
kB_1=\frac{\epsilon F}{D_t}\,\frac{1+kL\sinh kL}{\cosh kL}.
\end{equation}
The added supply $D_t(\epsilon c_0''+kB_1)$ yields
\begin{equation}
\omega_{\rm full}=F\left[\frac{1+kL\sinh kL}{\cosh kL}-1\right]
\simeq \tfrac12FL^2k^2\quad(kL\ll1).
\end{equation}
This is the familiar terrace-driven instability. Its long-wave strength, $FL^2/2$, serves as a yardstick.

\section{The bias on one straight segment}

Take an edge rising to the right, with a segment of sites $1,\dots,\ell$ between two ascending kinks. An atom on site $\ell$ touches the kink wall and is incorporated. An atom on site 1 can leave to the left at rate $pD$; it then touches the wall of the kink it has rounded and is incorporated there. Let $\rho_j$ be the edge-atom density in excess of equilibrium, so $\rho_\ell=0$. In the steady state, what lands on sites $1$ to $j$ leaves that group at its two ends:
\begin{equation}
fj=pD\rho_1+D(\rho_j-\rho_{j+1}).
\end{equation}
Summing over $j=1,\dots,\ell-1$, the differences telescope to $\rho_1$:
\begin{equation}
\tfrac12f\ell(\ell-1)=D\rho_1\left[1+(\ell-1)p\right].
\end{equation}
The net number of hops to the right per second, counting the loss at the left end as negative, is
\begin{equation}
\sum_{j=1}^{\ell-1}D(\rho_j-\rho_{j+1})-pD\rho_1=(1-p)D\rho_1 .
\end{equation}
Divide by the $f\ell$ atoms landing per second to obtain the mean displacement per atom. With $1-p=\ell_k/(1+\ell_k)$ and $1+(\ell-1)p=(\ell+\ell_k)/(1+\ell_k)$, it is
\begin{equation}
d(\ell)=\frac{(1-p)(\ell-1)}{2[1+(\ell-1)p]}
=\frac{\ell_k(\ell-1)}{2(\ell+\ell_k)} .
\end{equation}
It is positive, hence uphill. For $\ell=12$ and $p=0.2$, $\ell_k=4$ and $d=4\times11/(2\times16)=1.375$ sites. For $p=1$ it vanishes, because a fair random walk has no mean displacement. For $\ell=1$ it vanishes because every atom lands at a kink.

\section{From one segment to the whole edge}

A close-packed step has kinks of both signs. Let $n_+$ and $n_-$ be the probabilities of an ascending and a descending kink between neighbouring sites, with $n=n_++n_-$ and mean slope $m=n_+-n_-$. There are $n$ segments per site, with lengths distributed as $P(\ell)=n(1-n)^{\ell-1}$. A segment lies between two ascending kinks with probability $(n_+/n)^2$ and between two descending ones with probability $(n_-/n)^2$; the latter contributes $-d(\ell)$. Segments between opposite kinks are hilltops or valley floors. Their two ends are alike, so their mean displacement is zero. Since $n_+^2-n_-^2=nm$, the edge current is
\begin{equation}
J=fn\,\frac{n_+^2-n_-^2}{n^2}\sum_\ell P(\ell)\,\ell\,d(\ell)
=fm\,\Lambda(n),\quad
\Lambda=\left\langle\frac{\ell_k\,\ell(\ell-1)}{2(\ell+\ell_k)}\right\rangle .
\end{equation}
Two limits follow from $\langle\ell\rangle=1/n$ and $\langle\ell(\ell-1)\rangle=2(1-n)/n^2$:
\begin{equation}
\Lambda\to\frac{1-n}{n^2}\ (\ell_k\gg1/n),\qquad
\Lambda\to\frac{\ell_k(1-n)}{2n}\ (\ell_k\ll1/n).
\end{equation}
With a strong barrier the kink spacing sets the bias, and a still higher barrier changes little in this formula, which holds only while the kinks stay thermal. With a weak one the bias is proportional to $\ell_k$.

\section{Why the step must be close-packed}

Let one kink cost energy $\varepsilon$, and write $w=e^{-\varepsilon/kT}$. A field $\theta$ that favours ascending kinks imposes the slope. The probabilities of an ascending kink, a descending kink and no kink are then in the ratio $we^\theta:we^{-\theta}:1$. Hence $n_+n_-=w^2(1-n)^2$, and with $n_\pm=(n\pm m)/2$,
\begin{equation}
n^2-m^2=4w^2(1-n)^2,\qquad n_0\equiv n(m{=}0)=\frac{2w}{1+2w}.
\end{equation}
Because $n$ is even in $m$, it does not change to first order around the close-packed direction. There
\begin{equation}
J\simeq\alpha h_x,\qquad \alpha=f\Lambda(n_0)>0 .
\end{equation}
On a strongly tilted step the imposed kinks shorten the segments. For a strong barrier and $m,w\ll1$, $\Lambda\simeq1/n^2$ and $n^2\simeq m^2+4w^2$, so
\begin{equation}
J\simeq\frac{fm}{m^2+4w^2},
\end{equation}
which rises up to $m=2w$ and then falls.

Each deposited atom fills one site, so
\begin{equation}
h_t=f-J_x .
\end{equation}
A ripple $\cos kx$ on a step of mean slope $m_0$ has $J_x=J'(m_0)h_{xx}$ and $h_{xx}=-k^2h$ for the ripple part. It therefore changes at the rate $J'(m_0)k^2$. The close-packed step is unstable at the rate $\alpha k^2$. Past the maximum of $J$, the same barrier damps a ripple that neighbouring steps share in phase.

\section{What sets the wavelength}

Line tension opposes the drive. With $Z=1+2w\cosh\theta$, the slope is $m=\partial\ln Z/\partial\theta$ and the free energy per site is $kT\,g(m)$, where $g=\theta m-\ln Z$. Therefore $g'=\theta$, and at $m=0$
\begin{equation}
g''=\left(\frac{dm}{d\theta}\right)^{-1}=\frac{1+2w}{2w}=\frac1{n_0}.
\end{equation}
Adding an atom to a gently curved edge changes the free energy by $\mu=-kT\,g''h_{xx}=-(kT/n_0)h_{xx}$. This drives a current $-M\mu_x$. An isolated edge atom adds two kinks to a straight edge, so its equilibrium density is $\rho_{\rm eq}=w^2$. On an unobstructed edge the density difference between neighbouring sites is $\rho_{\rm eq}\mu_x/kT$, which gives $M=D\rho_{\rm eq}/kT$. Kink barriers slow some hops and speed up none, so this is an upper bound. The smoothing current is then at most $(D\rho_{\rm eq}/n_0)h_{xxx}$, and
\begin{equation}
\sigma(k)\ge\alpha k^2-Bk^4,\qquad B=\frac{D\rho_{\rm eq}}{n_0}.
\end{equation}
Setting the derivative $2\alpha k-4Bk^3$ to zero gives $k^2=\alpha/2B$, hence
\begin{equation}
\lambda=2\pi\sqrt{\frac{2B}{\alpha}},\qquad \sigma_{\max}=\frac{\alpha^2}{4B}.
\end{equation}
The curve crosses zero at $k^2=\alpha/B$, that is, at the wavelength $\lambda/\sqrt2$. For a given $\alpha$, the upper bound on $B$ makes $\lambda$ an upper bound too, and $\sigma_{\max}$ a lower bound on the peak rate.

\section{How large the effect is}

The example uses round parameters in the rough regime of close-packed steps on fcc(100) metal surfaces: site spacing 0.25~nm, $T=370$~K ($kT=0.0319$~eV), $F=0.005$~ML/s and $L=20$ sites (5~nm). The kink energy is 0.13~eV, the edge hopping barrier 0.25~eV, $E_k=0.15$~eV, and the attempt rate $10^{12}$~s$^{-1}$.

Then $w=0.01695$ and $n_0=0.0339/1.0339=0.0328$, a kink every 30.5 sites. The barrier gives $p=0.00905$ and $\ell_k=109.4$ sites, longer than the kink spacing but not by a large factor. Summing the average numerically gives $\Lambda=522$ sites$^2$; the strong-barrier limit would be $0.9672/0.0328^2=899$. With $f=0.005\times20=0.100$~s$^{-1}$,
\begin{equation}
\alpha=0.100\times522.4=52.2\ \mathrm{sites^2/s}.
\end{equation}
A complete terrace barrier would give $0.005\times20^2/2=1.00$ in the same unit. By this estimate the kink barrier is some tens of times as effective at these settings.

For the smoothing, $D=3.93\times10^8$~s$^{-1}$ and $\rho_{\rm eq}=2.87\times10^{-4}$, so $B=3.45\times10^6$~sites$^4$/s. Hence
\begin{align}
\lambda&\le2\pi\sqrt{\frac{2\times3.45\times10^6}{52.2}}
\approx2280\ \text{sites}\approx570\ \mathrm{nm},\\
\sigma_{\max}&\ge\frac{52.2^2}{4\times3.45\times10^6}
\approx2.0\times10^{-4}\ \mathrm{s^{-1}} .
\end{align}
With this $\alpha$, the amplitude grows by a factor $e$ in at most about 5050~s, or 25 layers.

To tighten the bound, a linear density gradient was imposed at the fixed kinks of a random step of three million sites and the hopping equations were solved. The current was 0.455 of the unobstructed value, with a sampling error of about half a per cent. This is still an upper bound on the mobility over long times, because kinks that are free to move adjust to the uneven currents and weaken them. With it and the same $\alpha$, $\lambda$ is at most about 385~nm and the $e$-folding takes at most about $25.3\times0.455\approx12$ layers.

Varying $E_k$ with all else fixed gives $\alpha=1.25$, 5.1, 21.6, 52.2 and 86.9~sites$^2$/s for 0.02, 0.05, 0.10, 0.15 and 0.25~eV. The last value is near the ceiling $0.100\times899\approx90$, but at so high a barrier the kinks no longer stay thermal (see below), so it only shows how the formula saturates. Even 0.02~eV gives a drive comparable to that of a complete terrace barrier here.

The maximum of $J(m)$, found numerically, lies at slope 0.038, or $2.2^\circ$; the strong-barrier estimate is $2w=0.034$. A ripple with $\lambda=2280$ sites reaches this slope at an amplitude of $0.038\times2280/2\pi\approx14$ sites, about 3.5~nm. The linear growth law cannot be used up to that size.

\section{Where the estimate can fail}

\textbf{Edge atoms.} Solving the landing problem on a random step gives a mean life of $4.1\times10^{-6}$~s before incorporation. With a detachment barrier of 0.75~eV, the chance to detach first is $2.5\times10^{-4}$. The mean number of other landed atoms on the same segment is $4\times10^{-5}$, so two landed atoms rarely meet and start new kinks. Thermal edge atoms are far more numerous: $\rho_{\rm eq}(2-n_0)/n_0\approx0.017$ on the segment where an atom lands, still small beside one.

\textbf{Kink equilibrium.} Growth moves a kink by one kink spacing in a time $1/f$. Thermally, neighbouring kinks a distance $1/n_0$ apart exchange atoms at a rate of order $0.455\,D\rho_{\rm eq}n_0$, and each exchange moves a kink by one site. Diffusing over one kink spacing takes about $1/n_0^2$ such moves, so it happens at a rate of order $0.455\,D\rho_{\rm eq}n_0^3$. The ratio of the landing rate $f$ to this rate is 0.055. Since 0.455 is an upper bound, this ratio is a lower bound. Two kinks of the same sign, which bound the segments that carry $J$, exchange atoms only by rounding, at a rate of order $D\rho_{\rm eq}/(1/n_0+\ell_k)$. With this rate the ratio is 0.12 here, 0.46 for $E_k=0.20$~eV and about 2 for $E_k=0.25$~eV. It rises quickly on cooling; once it nears one, the thermal kink density no longer applies. Even below that, $J$ is an estimate: it is averaged over undisturbed kinks, and the thermal edge currents driven by a slight growth-induced change in the kink arrangement are left out. These currents are also proportional to $f$, so slower growth does not make them negligible beside $J$. They can change $\alpha$ by a factor of order one, and the bounds on $\lambda$ and $\sigma_{\max}$ hold only for the $\alpha$ used.

\textbf{Neighbouring steps.} Independent kinks make the edge a random walk with mean square $n_0$ per site. Pinned at the ends of one wavelength, it has the average variance $n_0\lambda/6$, a wandering of 3.5 sites. That is small beside the 20-site terrace, though not negligible.

\textbf{Comparison with real surfaces.} Barriers of a few tenths of an electronvolt are of the usual order for metal surfaces of this type, and none of the chosen values is meant as a measured one. Real steps may also have a terrace barrier. At these settings it adds at most 1.00 to an $\alpha$ of 52.2, which shortens $\lambda$ by no more than a few per cent. The kink energy matters far more. In the strong-barrier limit with $n_0\simeq2w$, the unobstructed mobility gives at most $B=Dn_0/4$, and $\alpha\simeq f/n_0^2$, so
\begin{equation}
\lambda\le2\pi\sqrt{\frac{Dn_0^3}{2f}},\qquad
\sigma_{\max}\ge\frac{f^2}{Dn_0^5}.
\end{equation}
In this limit a change of 0.05~eV in $\varepsilon$ changes the bound on $\lambda$ by a factor $e^{1.5\times0.05/0.0319}\approx10$. The wavelength itself can vary less, because strong kink barriers also reduce $B$. In the weak-barrier limit $\alpha\propto1/n_0$, so $\lambda\propto n_0$ and the factor is only $e^{0.05/0.0319}\approx5$. The bound in the example lies between the two: the factor is 8.7 for $\varepsilon=0.08$~eV and 6.9 for 0.18~eV. The second value is formal, because the ratio 0.055 above already reaches one at $\varepsilon=0.15$~eV, where the kinks cease to be thermal. On semiconductors, reconstruction and growth precursors can replace single-atom edge hopping. The mechanism carries over if the mobile edge species has a rounding barrier, but these numbers do not.

\section{What to do}

In a simulation, give kink rounding its own rate, and make the periodic length exceed the shortest unstable wavelength. For the $\alpha$ estimated here this is at most 403~nm, or about 1600 sites, and at most about 270~nm with the reduced mobility. A step that stays straight in a much shorter box has not been shown to be stable.

Varying the terrace width at fixed temperature and flux can reveal a terrace barrier that dominates the drive, but cannot exclude a terrace barrier. With edge diffusion as the smoothing process and $kL\ll1$, the kink mechanism gives $\lambda\propto L^{-1/2}$, because $\alpha\propto FL$ as long as the kinks stay thermal. A complete terrace barrier acting alone gives $\lambda\propto L^{-1}$, because its drive is $FL^2/2$. A partial barrier multiplies that drive by $\ell_s/(L+\ell_s)$, where $\ell_s$ is $D_t$ divided by the attachment speed from the upper terrace (the inflow per unit step length and unit density). For $\ell_s\ll L$ the drive is then also proportional to $L$, and the exponent is again $-1/2$. An exponent near $-1$ thus points to a dominant terrace barrier, while one near $-1/2$ leaves both causes open. In the example even a complete terrace barrier would go unnoticed: if its drive simply adds to that of the kinks, the exponent at $L=20$ changes only from $-0.50$ to about $-0.51$.

To suppress the meander, lower the flux: at fixed $T$ and $L$, $\sigma_{\max}\propto F^2$, so the growth exponent per layer falls in proportion to $F$. Heating at fixed $F$ and $L$ also helps, since it raises both $D$ and $n_0$. In the strong-barrier limit the lower bound on $\sigma_{\max}$ varies as $e^{(E_h+5\varepsilon)/kT}$, where $E_h$ is the edge hopping barrier; here the sum is 0.90~eV. Both rules hold while kinks are thermal and edge atoms seldom detach. A miscut that tilts the steps beyond the maximum of $J(m)$ suppresses the in-phase meander, but it is not a sure remedy. If neighbouring steps are shifted in phase by $\varphi$, the supply $f$ varies along the step, and so does the current $fm\Lambda$. For $kL\ll1$ and small slopes this adds about $Fk\,m\Lambda\sin\varphi$ to the growth rate. For one sign of $\varphi$ the term is positive, and at small $k$ it outweighs the damping, which is proportional to $k^2$.
